# Rotational invariance and the first moments of force constants, part 2

How does rotational invariance constrain the first moments of force constants when the atoms feel forces? Hartree atomic units are used. Greek indices are Cartesian, repeated ones are summed, and sums over atoms are written out. For an energy $E$ of nuclei at $\mathbf R_i$,

$$F_{i\alpha}=-\frac{\partial E}{\partial R_{i\alpha}},\qquad \Phi_{i\alpha,j\beta}=\frac{\partial^2E}{\partial R_{i\alpha}\partial R_{j\beta}},\qquad M_{i\alpha,\beta\gamma}=\sum_j\Phi_{i\alpha,j\beta}(R_j-R_i)_\gamma .$$

Translational invariance gives the acoustic sum rule, and rotational invariance then gives the rule (3):

$$\sum_j\Phi_{i\alpha,j\beta}=0. \tag{1}$$

$$M_{i\alpha,\beta\gamma}-M_{i\alpha,\gamma\beta}=\delta_{\alpha\gamma}F_{i\beta}-\delta_{\alpha\beta}F_{i\gamma}. \tag{3}$$

At $\mathbf F_i=0$ this is the Born-Huang condition. For a rotation vector $\boldsymbol\omega$ and displacements $\mathbf t_i=\boldsymbol\omega\times\mathbf R_i$,

$$t^T\Phi\,t=-\sum_i\left[\omega^2\,\mathbf R_i\cdot\mathbf F_i-(\boldsymbol\omega\cdot\mathbf R_i)(\boldsymbol\omega\cdot\mathbf F_i)\right]. \tag{5}$$

In a regular six-atom ring of radius $R$ with radial force $F_r$ on each atom, all three rotations are eigenvectors of $\Phi$ with eigenvalue

$$\lambda=-\frac{F_r}{R}=\frac{E'(R)}{6R}. \tag{6}$$

A pair term $V(r)$, with $\mathbf R_j-\mathbf R_i=r\mathbf n$, satisfies (3) by itself, because

$$\Phi_{i\alpha,j\beta}\,r_\gamma=-\left[V''n_\alpha n_\beta+\frac{V'}{r}(\delta_{\alpha\beta}-n_\alpha n_\beta)\right]rn_\gamma=-(rV''-V')\,n_\alpha n_\beta n_\gamma-\delta_{\alpha\beta}V'n_\gamma. \tag{7}$$

In a crystal, atoms sit at $\mathbf R_l+\boldsymbol\tau_\kappa$ in cells of volume $\Omega_0$. There (3) was proved, with no stress term, assuming force constants that decay fast enough, which excludes $\Phi\sim r^{-3}$. With

$$C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_l\Phi_{0\kappa\alpha,l\kappa'\beta}\,e^{i\mathbf q\cdot(\mathbf R_l+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}$$

and an unrelaxed deformation $\mathbf x\to(1+\eta)\mathbf x$,

$$M_{\kappa\alpha,\beta\gamma}=-i\sum_{\kappa'}\frac{\partial C_{\kappa\alpha,\kappa'\beta}}{\partial q_\gamma}\bigg|_{\mathbf q=0}. \tag{8}$$

$$M_{\kappa\alpha,\beta\gamma}=-\frac{\partial F_{\kappa\alpha}}{\partial\eta_{\beta\gamma}}. \tag{9}$$

The sum $S_{\alpha\beta\gamma}=\sum_\kappa M_{\kappa\alpha,\beta\gamma}$ vanishes by translational invariance of the undeformed and deformed crystals, without rotational invariance.

## Point charges

For rigid ions of charge $Z_\kappa$ with $\sum_\kappa Z_\kappa=0$, $\Phi\sim r^{-3}$ and the rule needs its own proof. Split $1/r=\operatorname{erfc}(ar)/r+\operatorname{erf}(ar)/r$ with Ewald parameter $a$. The first part is a rapidly decaying pair potential, so (7) applies and the sums converge. The second part, $\phi(r)$, is the potential of a unit Gaussian charge whose Fourier transform is $e^{-k^2/4a^2}$, so Poisson's equation gives $\phi(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}h\,e^{i\mathbf k\cdot\mathbf r}$ with $h(k^2)=4\pi e^{-k^2/4a^2}/k^2$.

As in (7), a pair contributes $\Phi=-Z_\kappa Z_{\kappa'}\partial_\alpha\partial_\beta\phi$, with transform $Z_\kappa Z_{\kappa'}k_\alpha k_\beta h$, and a force $Z_\kappa Z_{\kappa'}\partial_\beta\phi$ on $\kappa$, with transform $Z_\kappa Z_{\kappa'}ik_\beta h$. Put $\boldsymbol\tau=\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa$ and use $\sum_le^{i(\mathbf k+\mathbf q)\cdot\mathbf R_l}=\frac{(2\pi)^3}{\Omega_0}\sum_{\mathbf G}\delta(\mathbf k+\mathbf q-\mathbf G)$:

$$C^{\rm LR}_{\kappa\alpha,\kappa'\beta}=\frac{Z_\kappa Z_{\kappa'}}{\Omega_0}\sum_{\mathbf G}k_\alpha k_\beta\,h(k^2)\,e^{i\mathbf G\cdot\boldsymbol\tau}\Big|_{\mathbf k=\mathbf G-\mathbf q},\qquad F^{\rm LR}_{\kappa\beta}=\sum_{\kappa'}\frac{Z_\kappa Z_{\kappa'}}{\Omega_0}\sum_{\mathbf G\ne0}iG_\beta\,h(G^2)\,e^{i\mathbf G\cdot\boldsymbol\tau}.$$

For $\kappa'=\kappa$ there are also on-site terms, which carry phase 1 and do not depend on $\mathbf q$. In the force the $\mathbf G=0$ term has been left out. With $\mathbf G$ replaced by a small $\mathbf k$, neutrality gives $\sum_{\kappa'}Z_{\kappa'}e^{i\mathbf k\cdot\boldsymbol\tau}\to i\mathbf k\cdot\mathbf p$ with $\mathbf p$ the cell dipole, and the term becomes $-4\pi Z_\kappa k_\beta(\mathbf k\cdot\mathbf p)/k^2\Omega_0$, the force of a uniform field that depends on the direction of approach. Omitting it means that the macroscopic field is held at zero. In $C$ the $\mathbf G=0$ term is $4\pi Z_\kappa Z_{\kappa'}q_\alpha q_\beta e^{-q^2/4a^2}/q^2\Omega_0$. It is real and even in $\mathbf q$, has no limit at $\mathbf q=0$, and cancels exactly in $\sum_{\kappa'}$ by neutrality, so (8) remains a usable definition of $M$. For $\mathbf G\neq0$, $\partial/\partial q_\gamma=-\partial/\partial k_\gamma$ and $\partial h/\partial k_\gamma=2k_\gamma h'$ with $h'=dh/d(k^2)$, so (8) gives

$$M^{\rm LR}_{\kappa\alpha,\beta\gamma}=\sum_{\kappa'}\frac{iZ_\kappa Z_{\kappa'}}{\Omega_0}\sum_{\mathbf G\ne0}\left[\delta_{\alpha\gamma}G_\beta h+\delta_{\beta\gamma}G_\alpha h+2G_\alpha G_\beta G_\gamma h'\right]e^{i\mathbf G\cdot\boldsymbol\tau}.$$

The first term is $\delta_{\alpha\gamma}F^{\rm LR}_{\kappa\beta}$ and the other two are symmetric in $\beta\gamma$, so (3) holds with the zero-field forces. This proves the rule for rigid point ions, with $M$ defined by (8) and the forces taken at zero macroscopic field. Direct lattice sums for $M$ and the forces depend in general on the shape in which they are cut off. A real polar insulator, with tensor Born charges, dielectric screening and dynamical quadrupoles, has a richer long-wave term, and the proof given here does not extend to it.

## Approximate energies

A complete shell of atom-centred Gaussians of angular momentum $\ell$ maps onto itself under rotation, so the variational space turns with the nuclei. With analytic integrals the Hartree-Fock energy is then invariant and (3) is exact. In Kohn-Sham calculations the exchange-correlation energy is a quadrature. The atom-centred grids used below follow the nuclei in translation but keep the orientation of their angular points fixed in space, so the numerical energy is invariant only up to the quadrature error. If the response of the grid is omitted, both the motion of its points and the change of its weights, $\mathbf F$ and $\Phi$ are instead derivatives of the energy on a grid frozen in space. That energy is not invariant under translations of the nuclei either, so the acoustic sum rule (1) also holds only up to the quadrature error. Both defects vanish for an exact quadrature.

## Worked example: the H$_6$ ring

Six hydrogen atoms form a regular hexagon of radius $R$, treated by restricted Hartree-Fock in the 6-31G basis with the analytic coupled-perturbed Hessian. The numerical check produces the numbers, apart from the negative Hessian eigenvalue at $R_0$ and the comparisons with other bases and thresholds, which follow from the same routines with the settings stated.

Symmetry fixes part of the answer. Reflection in the plane decouples out-of-plane motion, which the sixfold axis sorts into waves $z_j\propto e^{im\varphi_j}$; the pair $m=\pm1$ spans the rotations about in-plane axes. The rotation about the ring axis is the uniform tangential motion, which a vertical mirror separates from the uniform radial motion. All three rotations are therefore eigenvectors by symmetry, but symmetry neither fixes the eigenvalues nor relates the single one to the pair. Equation (6) does both.

At $R=2.2$ bohr, finite differences of total energies give $E'=0.181189$ Ha/bohr, and the analytic gradient gives $F_r=-0.030198$ Ha/bohr, equal to $-E'/6$. Then

$$\lambda=\frac{0.181189}{6\times2.2}=0.013726\ \text{Ha/bohr}^2,$$

and diagonalizing the Hessian gives $0.013726$ Ha/bohr² three times. All masses are equal, so these vectors are also normal modes. With the proton mass $1836.1527$,

$$\sqrt{0.013726/1836.1527}=2.7341\times10^{-3}\ \text{Ha},\qquad 2.7341\times10^{-3}\times219474.63=600.1\ \text{cm}^{-1}.$$

At $R=1.6$ bohr the ring is compressed: $E'=-0.356557$ Ha/bohr, $\lambda=-0.356557/9.6=-0.037141$ Ha/bohr², again equal to all three eigenvalues, and the wavenumber is $987.1i$ cm⁻¹. Neither value is a vibration; each measures the breathing force through (6). The digits are those of the 6-31G model and are not converged in the basis: at $R=2.2$ bohr the wavenumber is $622.6$, $620.6$ and $624.6$ cm⁻¹ in 6-31G**, cc-pVDZ and cc-pVTZ, and the stationary radius given below moves to about $1.859$ bohr in 6-31G** and $1.871$ bohr in cc-pVDZ. Both geometries have three zero modes, the translations. At the stationary radius $R_0=1.87721$ bohr there are six, and the largest antisymmetric moment is $3.0\times10^{-12}$ Ha/bohr against a largest moment of $0.2240$ Ha/bohr. This stationary point is a saddle, not a minimum: the Hessian has one negative eigenvalue, $-0.422$ Ha/bohr². The Born-Huang condition needs only vanishing forces.

To remove the symmetry, start from $R=2.0$ bohr and move atom 1 by $(0.3,0.2,0.25)$ bohr and atom 3 by $(-0.1,0.2,-0.3)$ bohr. The force on atom 1 is $(-0.035599,\,0.008403,\,-0.010522)$ Ha/bohr. For $\beta\gamma=xy$, (3) predicts $-F_y$, $F_x$ and $0$ for $\alpha=x,y,z$, and the Hessian gives $-0.008403$, $-0.035599$ and $0$ Ha/bohr. Over all components the largest residual is $3.7\times10^{-15}$ Ha/bohr with the force term and $0.0356$ Ha/bohr without it; moving the origin by $(3,-2,1)$ bohr leaves it at $7.2\times10^{-15}$ Ha/bohr. For the unit axis $(1,2,2)/3$ both sides of (5) equal $0.218687$ Ha.

A residual at rounding level is smaller than an iterative response solution generally gives and should not be taken as typical: (3) is exact for the exact Hessian, and in practice the residual depends on how far the coupled-perturbed equations are converged; loosening their threshold to $10^{-3}$ raises it to $8\times10^{-4}$ Ha/bohr. For hydrogen, 6-31G has only $s$ functions, so the example does not probe shells with $\ell>0$, and in it the residual is insensitive to the self-consistent field: an energy threshold of $10^{-4}$ Ha leaves it at $3\times10^{-15}$ Ha/bohr. In 6-31G**, which adds $p$ shells, the residual is $6\times10^{-8}$ Ha/bohr with tight thresholds and $1\times10^{-5}$ Ha/bohr with the self-consistent-field threshold at $10^{-4}$ Ha.

With the local density approximation (Slater exchange, VWN5 correlation) at $R=2.2$ bohr and no grid response, a grid of nominally 20 radial and 50 angular points per atom, whose angular number the pruning scheme varies from shell to shell, gives a residual of $1.6\times10^{-3}$ Ha/bohr against a radial force of magnitude $|F_r|=0.024178$ Ha/bohr, averaged over the atoms because the coarse grid makes the six forces slightly unequal. The eigenvalues split into $0.010367$, $0.010425$ and $0.011197$ Ha/bohr², the first lying about 6% below $-F_r/R=0.010990$ Ha/bohr². With nominally 50 radial and 302 angular points the residual is $3.0\times10^{-6}$ Ha/bohr, and the eigenvalues $0.010955$, $0.010957$, $0.010957$ Ha/bohr² agree with $0.024105/2.2=0.010957$ Ha/bohr², or $536.1$ cm⁻¹. These residuals use $\sum_j\Phi_{i\alpha,j\beta}R_{j\gamma}$ with the origin at the ring centre. Since (1) is not exact here, they depend on that choice and may include a violation of (1). They belong to derivatives on a frozen grid and do not carry over to an energy whose grid follows the nuclei.

## Two model crystals

The cell has vectors $(5,0,0)$, $(0.5,5.5,0)$, $(0.5,1,6)$ bohr and volume $165.0$ bohr³, with atoms at the origin and at $(2,2.5,3.5)$ bohr. The first model is of embedded-atom form with round parameters,

$$E=\sum_i\Big[\tfrac12\sum_{j\ne i}A\,c^4\frac{r_c^2}{r^2}-B\sqrt{\rho_i}\Big],\qquad\rho_i=\sum_{j\ne i}w_jc^4,\qquad c=1-\frac{r^2}{r_c^2}\ \ (r<r_c),$$

with $c=0$ beyond $r_c=7$ bohr, $A=0.02$ Ha, $B=0.1$ Ha and weights $w=1,2$. It is not a pair model, so (7) does not settle it. Atom 1 feels $(-0.010314,-0.009183,0.017392)$ Ha/bohr, and one third of the trace of the stress $\Omega_0^{-1}\partial E_{\rm cell}/\partial\eta$ is $6.5\times10^{-4}$ Ha/bohr³. The $xy$ components are $0.009183=-F_y$, $-0.010314=F_x$ and $0$ Ha/bohr, and the residual of (3), with no stress term, is $2.8\times10^{-17}$ Ha/bohr against a largest moment of $0.0969$ Ha/bohr. The response to a long sine wave, testing (8), and to a finite deformation, testing (9), differ from $M$ by $1.3\times10^{-9}$ and $1.6\times10^{-11}$ Ha/bohr. Weighting with $\mathbf R_l$ alone leaves a residual of $0.1222$ Ha/bohr. Replacing $r^2$ by $x^2+y^2+1.3z^2$ in the pair term keeps translational invariance and destroys rotational invariance: the acoustic sum stays at $7.5\times10^{-18}$ Ha/bohr² and $S$ at $2.1\times10^{-17}$ Ha/bohr, while (3) fails by $0.0090$ Ha/bohr. The rotational rule is therefore independent of (1), and $S=0$ is not a test of it.

The second model puts charges $+1$ and $-1$ on the two sites. Differentiating the Ewald energy gives a force $(0.019401,\,0.023306,\,-0.037890)$ Ha/bohr on atom 1. The slope of $\operatorname{Im}C$ gives $xy$ components $-0.023306$, $0.019401$ and $0$ Ha/bohr, with a largest residual of $1.2\times10^{-9}$ Ha/bohr, both sides being finite differences. Changing $a$ from $0.4$ to $0.5$ bohr⁻¹ changes $M$ by $4.3\times10^{-14}$ Ha/bohr.

## Numbers as computed

```
proton/electron mass = 1836.1527 ; 1 hartree = 219474.63 cm^-1
H6 ring, RHF/6-31G
R = 1.6 bohr: E = -3.188057 Ha, dE/dR = -0.356557 Ha/bohr, F_r = 0.059426 Ha/bohr
  E'/(6R) = -0.037141 Ha/bohr^2 -> 987.1i cm^-1
  rotation eigenvalues = -0.037141 -0.037141 -0.037141 Ha/bohr^2; zero modes = 3
R = 2.2 bohr: E = -3.197482 Ha, dE/dR = 0.181189 Ha/bohr, F_r = -0.030198 Ha/bohr
  E'/(6R) = 0.013726 Ha/bohr^2 -> 600.1 cm^-1
  rotation eigenvalues = 0.013726 0.013726 0.013726 Ha/bohr^2; zero modes = 3
R0 = 1.87721 bohr: E = -3.231012 Ha, zero modes = 6
  max antisym moment = 3.0e-12 Ha/bohr, max moment = 0.2240 Ha/bohr
distorted R = 2.0 ring: atom1 + [0.3  0.2  0.25] atom3 + [-0.1  0.2 -0.3] bohr
  F(atom1) = -0.035599 0.008403 -0.010522 Ha/bohr
  atom1 antisym x,xy; y,xy; z,xy = -0.008403 -0.035599 -0.000000 Ha/bohr
  residual with force term = 3.7e-15, without = 0.0356 Ha/bohr
  residual, origin moved by [ 3. -2.  1.] bohr = 7.2e-15 Ha/bohr
  axis (1,2,2)/3: t.Phi.t = 0.218687 Ha, force formula = 0.218687 Ha
H6 ring, LDA (Slater+VWN5)/6-31G, R = 2.2 bohr
grid (20, 50): F_r = -0.024178, residual = 1.6e-03 Ha/bohr
  -F_r/R = 0.010990 Ha/bohr^2 -> 536.9 cm^-1; eigenvalues = 0.010367 0.010425 0.011197
grid (50, 302): F_r = -0.024105, residual = 3.0e-06 Ha/bohr
  -F_r/R = 0.010957 Ha/bohr^2 -> 536.1 cm^-1; eigenvalues = 0.010955 0.010957 0.010957
model crystal: cell [[5.0, 0.0, 0.0], [0.5, 5.5, 0.0], [0.5, 1.0, 6.0]] bohr, volume 165.0 bohr^3
  tau2 = [2.  2.5 3.5] bohr, rc = 7.0 bohr, A = 0.02 Ha, B = 0.1 Ha, w = [1. 2.]
  F(atom1) = -0.010314 -0.009183 0.017392 Ha/bohr; trace(stress)/3 = 6.523e-04 Ha/bohr^3
  atom1 antisym x,xy; y,xy; z,xy = 0.009183 -0.010314 -0.000000 Ha/bohr
  residual = 2.8e-17, max M = 0.0969, max sum_k M = 3.5e-17 Ha/bohr
  |q slope - M| = 1.3e-09, |deformation - M| = 1.6e-11 Ha/bohr
  residual with lattice-vector phase only = 0.1222 Ha/bohr
  pair metric zz = 1.3: acoustic sum = 7.5e-18 Ha/bohr^2
    residual = 0.0090, max sum_k M = 2.1e-17 Ha/bohr
point charges +1,-1 in the same cell, Ewald eta = 0.4, 0.5 1/bohr
  F(atom1) = 0.019401 0.023306 -0.037890 Ha/bohr
  atom1 antisym x,xy; y,xy; z,xy = -0.023306 0.019401 0.000000 Ha/bohr
  residual = 1.2e-09, eta dependence of M = 4.3e-14 Ha/bohr
```
